# Raman-averaged heating of a circular membrane by one Gaussian beam

In single-laser Raman thermometry of a suspended membrane, one beam does two jobs. Its absorbed part heats the film, and its scattered light carries a phonon line whose position reports the temperature. The reading is an average over a spot in which the temperature varies, and the conductivity inferred from it depends on how that average is taken.

**The model.** A circular membrane has radius $R$, thickness $t$ and constant in-plane conductivity $k$. Its edge is held at $T_0$. A centred beam deposits, per unit area,

$$q(r)=\frac{P}{\pi r_0^2}\,e^{-r^2/r_0^2},$$

where $P$ is the absorbed power of the whole beam and $r_0$ is the radius at which the intensity has fallen to $1/e$ of its peak. The flow of heat is steady and diffusive, the temperature is uniform through the thickness, and the faces lose no heat. The rise is $\theta=T-T_0$. Two abbreviations are used throughout:

$$\Theta=\frac{P}{2\pi kt},\qquad X=\frac{R^2}{r_0^2}.$$

## (a) The temperature profile

**Find $\theta(r)$, and the rise at the centre when $R\gg r_0$.**

**Solution.** The power absorbed inside radius $r$ is

$$\int_0^r q(s)\,2\pi s\,ds=P\,F(r),\qquad F(r)=1-e^{-r^2/r_0^2}.$$

In the steady state all of it crosses the cylinder of area $2\pi rt$:

$$-k\,2\pi rt\,\frac{d\theta}{dr}=PF(r)\quad\Rightarrow\quad-\frac{d\theta}{dr}=\Theta\,\frac{F(r)}{r}.$$

Integrating inward from the edge, where $\theta(R)=0$, gives

$$\theta(r)=\Theta\int_r^R\frac{1-e^{-s^2/r_0^2}}{s}\,ds .$$

The first term gives $\ln(R/r)$. In the second, put $y=s^2/r_0^2$, so that $ds/s=dy/(2y)$. With $E_1(z)=\int_z^\infty e^{-y}\,dy/y$,

$$\theta(r)=\Theta\left\{\ln\frac Rr-\frac12\left[E_1\!\left(\frac{r^2}{r_0^2}\right)-E_1(X)\right]\right\}.$$

Well outside the beam this is the logarithm of a point source. Inside the beam the logarithm is cut off, because little power is enclosed.

At $r=0$ the two terms diverge separately, so the integral is kept whole:

$$\theta(0)=\frac{\Theta}{2}\,\mathrm{Ein}(X),\qquad \mathrm{Ein}(X)=\int_0^X\frac{1-e^{-y}}{y}\,dy .$$

To evaluate $\mathrm{Ein}$, split the range at $y=1$ and write $\int_1^X e^{-y}dy/y=E_1(1)-E_1(X)$:

$$\mathrm{Ein}(X)=\ln X+E_1(X)+c,\qquad c=\int_0^1\frac{1-e^{-y}}{y}dy-\int_1^\infty\frac{e^{-y}}{y}dy .$$

The constant $c$ is Euler's constant, $\gamma=\lim_{n\to\infty}(H_n-\ln n)$ with $H_n=1+\frac12+\dots+\frac1n$. To see this, integrate the geometric sum $\sum_{j=0}^{n-1}(1-u)^j=[1-(1-u)^n]/u$ from 0 to 1. The left side gives $H_n$. With $u=y/n$ on the right, and $\ln n=\int_1^n dy/y$,

$$H_n-\ln n=\int_0^1\frac{1-(1-y/n)^n}{y}dy-\int_1^n\frac{(1-y/n)^n}{y}dy .$$

As $n\to\infty$, $(1-y/n)^n\to e^{-y}$. The first integrand never exceeds 1 and the second never exceeds $e^{-y}/y$, so the limit may be taken under the integrals. The right side becomes $c$, hence $c=\gamma$ and

$$\mathrm{Ein}(X)=\gamma+\ln X+E_1(X).$$

For $R\gg r_0$ the term $E_1(X)$ vanishes, and since $\frac12\ln X=\ln(R/r_0)$,

$$\theta(0)\to\Theta\left[\ln\frac R{r_0}+\frac\gamma2\right].$$

## (b) The average that the Raman line reports

**Express the signal-weighted rise $\bar\theta$ for any $R/r_0$.**

**Solution.** Assume that the scattered signal is proportional to the local intensity, that light is collected with equal efficiency from the whole spot, and that the line shift is linear in temperature. If the shifts within the spot are small compared with the line width, the summed line is, to first order in the shifts, one line displaced by their weighted mean. The reading is then

$$\bar\theta=\frac{\int_0^R\theta\,e^{-r^2/r_0^2}\,r\,dr}{\int_0^R e^{-r^2/r_0^2}\,r\,dr}=\frac1{F(R)}\int_0^R\theta\,\frac{dF}{dr}\,dr,$$

because $dF/dr=(2r/r_0^2)e^{-r^2/r_0^2}$. Integrate by parts. The boundary term $[\theta F]_0^R$ vanishes, since $\theta(R)=0$ and $F(0)=0$. Inserting the slope from (a),

$$\bar\theta=\frac1{F(R)}\int_0^R\left(-\frac{d\theta}{dr}\right)F\,dr=\frac{\Theta}{F(R)}\int_0^R\frac{F^2}{r}\,dr .$$

One factor $F$ comes from the heating and the other from the probing. With $x=r^2/r_0^2$ and $dr/r=dx/(2x)$,

$$\int_0^R\frac{F^2}{r}dr=\frac12\int_0^X\frac{(1-e^{-x})^2}{x}dx .$$

The square can be written as

$$(1-e^{-x})^2=1-2e^{-x}+e^{-2x}=2(1-e^{-x})-(1-e^{-2x}).$$

The first part integrates to $2\,\mathrm{Ein}(X)$. In the second, the substitution $y=2x$ leaves $dx/x$ unchanged and moves the upper limit to $2X$. Therefore

$$\bar\theta=\Theta B,\qquad B=\frac{2\,\mathrm{Ein}(X)-\mathrm{Ein}(2X)}{2\,(1-e^{-X})} .$$

## (c) Narrow and wide beams

**Find $B$ for $R\gg r_0$ and for $R\ll r_0$, and say how narrow the beam must be.**

**Solution.** Insert the expression for $\mathrm{Ein}$:

$$2\,\mathrm{Ein}(X)-\mathrm{Ein}(2X)=2\gamma+2\ln X-\gamma-\ln 2-\ln X+2E_1(X)-E_1(2X).$$

Half of this is $B_\infty+\delta$, where $\delta=E_1(X)-\frac12E_1(2X)$ and

$$B_\infty=\ln\frac R{r_0}+\frac{\gamma-\ln2}{2}.$$

For a narrow beam, then,

$$\boxed{\;\bar\theta=\frac{P}{2\pi kt}\left[\ln\frac R{r_0}+\frac{\gamma-\ln 2}{2}\right],\qquad R\gg r_0\;}$$

The factor one half applies to the whole difference. The phrase "half of Euler's constant minus ln 2" is true in that sense, and false if read as $\gamma/2-\ln2$. The correct constant is $-0.0580$, while the other reading gives $-0.4045$.

The error of the limit follows from $B=(B_\infty+\delta)/(1-e^{-X})$:

$$B-B_\infty=\frac{B_\infty e^{-X}+\delta}{1-e^{-X}} .$$

Since $E_1(X)<e^{-X}/X$, the error decays as $e^{-R^2/r_0^2}$ times a logarithm. The values are:

| $R/r_0$ | $B$ | $B_\infty$ |
|---|---|---|
| 1.5 | 0.4261 | 0.3475 |
| 2 | 0.6509 | 0.6352 |
| 3 | 1.04079 | 1.04065 |

The limit is 18% low at $R/r_0=1.5$ and 2.4% low at 2, relative to $B$. At 3 the difference is about 0.01%.

For a wide beam, $X\ll1$, the integrand $(1-e^{-x})^2/(2x)$ becomes $x/2$ and its integral $X^2/4$. Dividing by $F(R)\approx X$ gives $B\to X/4$, so

$$\bar\theta\to\frac{P}{2\pi kt}\,\frac{R^2}{4r_0^2}=\frac{q_0R^2}{8kt},\qquad q_0=\frac P{\pi r_0^2}.$$

This agrees with uniform heating, for which $\theta=q_0(R^2-r^2)/(4kt)$ and the area average of $R^2-r^2$ is $R^2/2$.

## (d) Where the ln 2 comes from

**Let the probe have a different $1/e$ radius $r_1$, with $R$ much larger than both. Find the bracket and interpret the ln 2.**

**Solution.** The second factor $F$ in (b) is replaced by $1-e^{-r^2/r_1^2}$. Expand the product as

$$(1-a)(1-b)=(1-a)+(1-b)-(1-ab),$$

with $a=e^{-r^2/r_0^2}$ and $b=e^{-r^2/r_1^2}$. Then $ab=e^{-r^2/s^2}$, where $1/s^2=1/r_0^2+1/r_1^2$, that is, $s=r_0r_1/\sqrt{r_0^2+r_1^2}$. By (a), each term of the form $\int_0^R(1-e^{-r^2/c^2})\,dr/r$ tends to $\ln(R/c)+\gamma/2$. The sum is

$$\ln\frac R{r_0}+\ln\frac R{r_1}-\ln\frac Rs+\frac\gamma2=\ln\frac{R}{\sqrt{r_0^2+r_1^2}}+\frac\gamma2 .$$

The squared radii of heater and probe add. A very fine probe, $r_1\to0$, recovers the centre value of (a). Equal radii give $r_0^2+r_1^2=2r_0^2$, and the square root turns this 2 into $-\frac12\ln2$. The averaged rise therefore equals the central rise that the same power would produce in a beam wider by $\sqrt2$.

The radius $w$ at which the intensity falls to $1/e^2$ satisfies $w^2/r_0^2=2$, so $w=\sqrt2\,r_0$. In terms of $w$ the bracket is $\ln(R/w)+\gamma/2$, with no ln 2. A quoted constant thus has no meaning until the beam radius is defined.

## (e) A numerical case

**Take $R=10$ µm, $r_0=0.5$ µm, $t=100$ nm, $k=50$ W/(m K), $P=0.20$ mW and $T_0=300$ K. Find the averaged and central rises, and the errors in $k$ caused by a wrong constant and by a wrong spot radius.**

**Solution.** The temperature scale is

$$\Theta=\frac{2.0\times10^{-4}}{2\pi\times50\times10^{-7}}\ \mathrm K=6.366\ \mathrm K .$$

With $R/r_0=20$ the bracket is $2.99573-0.05797=2.9378$. A finite-volume solution of the heat equation, averaged with the beam profile, gives the same 2.9378. Hence

$$\bar\theta=6.366\times2.9378\ \mathrm K=18.7\ \mathrm K .$$

The central rise is $6.366\times3.2843\ \mathrm K=20.9$ K. The difference of 2.2 K is $\Theta\,(\ln2)/2$.

In a measurement $\bar\theta$ and $P$ are known, and $k=PB/(2\pi t\bar\theta)$. The wrong constant makes the bracket 2.5912, and the inferred conductivity becomes $50\times2.5912/2.9378=44.1$ W/(m K), which is 12% low. If $r_0$ is taken 10% too large, the bracket falls by $\ln1.1=0.095$ and $k$ comes out 3.2% low. An error in the absorbed power passes into $k$ in full proportion, while a small relative error in $r_0$ is divided by the bracket. Here the bracket exceeds 1, so the method is more tolerant of spot errors than of power errors.

## (f) What the model leaves out

**Estimate the change of $\bar\theta$ from a yielding edge, face losses, a temperature-dependent $k$, absorption at one face, and long phonon paths.**

**Solution.** Each effect is taken alone, at fixed $P$ and with the numbers of (e). Percentages are relative to $B=2.938$.

*Yielding edge.* Suppose that the film continues beyond the hole on an oxide of thickness $t_{ox}$ and conductivity $k_{ox}$, above a substrate at $T_0$. If heat crosses the oxide vertically, the outer film obeys

$$\theta''+\frac{\theta'}r=\frac{\theta}{\ell^2},\qquad \ell^2=\frac{k\,t\,t_{ox}}{k_{ox}} .$$

The decaying solution is $\theta=A\,K_0(r/\ell)$, with slope $-(A/\ell)K_1(r/\ell)$, where $K_0$ and $K_1$ are modified Bessel functions. The full power crosses $r=R$, so $(A/\ell)K_1(R/\ell)=\Theta/R$. The edge rise is

$$\theta(R)=\Theta\,\frac{\ell}{R}\,\frac{K_0(R/\ell)}{K_1(R/\ell)} .$$

The slope inside the hole is unchanged, so this rise adds to the whole membrane. For 1 µm of oxide with 1.4 W/(m K), both rough values, $\ell=1.89$ µm and the bracket grows by 0.173, or 5.9%. As $\ell$ is less than twice the oxide thickness, vertical flow is only a fair approximation: sideways conduction in the oxide lowers the figure to about 0.167, or 5.7%.

*Face losses.* Let both faces together lose $h\theta$ per unit area, so that $kt\nabla^2\theta=h\theta-q$, while the lossless rise obeys $kt\nabla^2\theta_0=-q$. Both vanish at the edge, so Green's identity gives $\int(\theta_0\nabla^2\theta-\theta\nabla^2\theta_0)\,dA=0$, or

$$\int q\,(\theta-\theta_0)\,dA=-h\int\theta_0\theta\,dA .$$

Because $q$ is also the probe weight, the left side is $P\,\Delta\bar\theta$ for $R\gg r_0$. To first order in $h$, replace $\theta$ by $\theta_0\approx\Theta\ln(R/r)$. With $r=Re^{-v}$,

$$\int_0^R\ln^2\frac Rr\,2\pi r\,dr=2\pi R^2\int_0^\infty v^2e^{-2v}dv=\frac{\pi R^2}2 .$$

Thus $\Delta\bar\theta=-(h/P)\,\Theta^2\pi R^2/2$, and since $\Theta/P=1/(2\pi kt)$, the bracket changes by $-hR^2/(4kt)$.

For still gas, a rough $h$ is that of an isothermal disc in an unbounded gas of conductivity $k_g$. The electrostatic capacitance of a disc, $8\varepsilon R$, gives by analogy a conductance $8k_gR$, hence $h=8k_g/(\pi R)$. With $k_g=0.026$ W/(m K) this is 6600 W/(m² K), and the change is $-1.1\%$. A uniform $h$ understates the loss, because the rise peaks at the centre and a small hot region loses more heat per unit area than a whole isothermal disc. If the gas conduction is solved for the profile $\ln(R/r)$, with the surrounding frame at $T_0$, the bracket changes to first order by $-(4-8/\pi)\,k_gR/(kt)$, or $-2.6\%$. The actual profile of (a), whose core is cut off, loses somewhat less, and the change is about $-2.3\%$. The uniform $h$ thus gives only the order of magnitude. For radiation from two black faces, $h=8\sigma T_0^3=12$ W/(m² K), with $\sigma$ the Stefan–Boltzmann constant, and the change is $-0.002\%$.

*Conductivity falling with temperature.* Let $k(T)=kT_0/T$. Define $u$ by $k\,du=k(T)\,dT$ with $u=0$ at $T_0$, so $u=T_0\ln(T/T_0)$. The heat flux is then $-k\nabla u$, and $u$ is the constant-$k$ solution found in (a). The true temperature is

$$T=T_0e^{u/T_0}\approx T_0+u+\frac{u^2}{2T_0} .$$

Taking $u\approx18.7$ K, the last term is about $18.7^2/600\approx0.6$ K. The full average gives $+3.2\%$ for this law. Where scattering at the walls limits $k$, the conductivity falls more slowly with temperature and the change is smaller.

*Absorption at the top face.* If all light is absorbed and probed at the top, heat enters there with flux $q$ and leaves sideways, evenly through the depth when $r_0\gg t$. Take the conductivity across the film to be $k$ as well. With $z$ measured from the bottom face, $k\,d^2T/dz^2=q/t$ and $dT/dz=0$ at $z=0$. So $T$ exceeds its bottom value by $qz^2/(2kt)$. The top minus the depth average is $qt/(2k)-qt/(6k)=qt/(3k)$. The signal-weighted flux is $\int q^2dA/P=P/(2\pi r_0^2)$, which gives 0.085 K, or 0.45%. Absorption spread through the depth gives less. The estimate assumes diffusion across the film, so it gives only the order of magnitude when phonon paths are comparable with $t$.

*Long phonon paths.* Take phonons of one speed $v$ and lifetime $\tau$, with path $\Lambda=v\tau$, heat capacity $C$ per volume and $k=Cv\Lambda/3$. The walls are specular, so in-plane motion is as in bulk. For an isotropic source $S$ varying as $e^{ipx}$, phonons at direction cosine $\mu$ to the $x$ axis have a deviation $g$, in temperature units, that obeys

$$ip\Lambda\mu\,g=T-g+\frac{S\tau}C .$$

Here $T$ denotes the temperature deviation, and energy conservation in collisions requires it to be the directional mean of $g$. With $\xi=p\Lambda$, the mean of $1/(1+i\xi\mu)$ is $a=\arctan(\xi)/\xi$, so $T=a(T+S\tau/C)$ and $T=(S\tau/C)\,a/(1-a)$. Diffusion would give $S/(kp^2)=3S\tau/(C\xi^2)$. The ratio of the two is

$$\rho=\frac{\xi^2a}{3(1-a)}\approx1+\frac{4\xi^2}{15}\qquad(\xi\ll1),$$

from $a\approx1-\xi^2/3+\xi^4/5$. The normalised Gaussian has the transform $e^{-p^2r_0^2/4}$, which enters once for the heater and once for the probe. The bracket grows by

$$\int_0^\infty(\rho-1)\,e^{-p^2r_0^2/2}\,\frac{dp}p\approx\frac4{15}\left(\frac{\Lambda}{r_0}\right)^2 .$$

The full integral gives $+0.4\%$ for $\Lambda=100$ nm and $+2.9\%$ for 300 nm. Non-diffusive effects at the edge are left out, although they are of first order in $\Lambda$. An edge that absorbs every arriving phonon would add about $0.71\,\Lambda/R$ to the bracket, a further 0.2% and 0.7% in the two cases.

**Beside a real device.** The parameters lie, roughly, in the regime of suspended silicon membranes about 100 nm thick, whose in-plane conductivity is well below the bulk value of roughly 150 W/(m K). In silicon, however, the heat source need not follow the beam. Absorbed light creates electrons and holes, which hold roughly the band-gap energy and can diffuse beyond the spot before they recombine and release it as heat. The source is then wider than $q(r)$, $\bar\theta$ is lower, and the inferred $k$ is too high if this is ignored. As a rough guide, with green light about half of the absorbed energy is carried in this way, and a diffusion length of 0.5 µm would lower the bracket by about 8%, one of 1 µm by about 15%. The effect can thus exceed all those sized in (f), depending on how fast the surfaces recombine the carriers. Of the effects sized in (f), the ideal edge is the assumption whose failure matters most, if the film rests on oxide as above. Ignoring that edge rise would lower the inferred $k$ by the factor $2.938/(2.938+0.173)=0.944$, about 6%. A wider hole reduces this error but increases the gas loss, which vacuum removes. Silicon has a spectrum of phonon paths, and its reduced in-plane conductivity points to walls that are at least partly diffuse, not specular as assumed in (f). The two values of $\Lambda$ are therefore illustrations, not corrections to apply. Thermal stress in a clamped film also shifts the Raman line. For silicon with the numbers of (e) it is roughly a few per cent of the thermal shift, comparable with the edge effect, and a calibration in which film and frame are heated together does not contain the stress of a local hot spot. The numerical output lists the inputs and results to more digits than these approximations justify for a real membrane.

## Values computed for the example and the checks

```
membrane radius R = 10.0 um
1/e intensity radius r0 = 0.50 um
1/e^2 intensity radius w = 0.7071 um
thickness t = 100 nm
conductivity k = 50.0 W/(m K)
absorbed power P = 0.20 mW
edge temperature T0 = 300 K
R/r0 = 20.0 (no unit)
ln(R/r0) = 2.99573 (no unit)
Euler's constant gamma = 0.57722 (no unit)
ln 2 = 0.69315 (no unit)
(gamma - ln 2)/2 = -0.05797 (no unit)
gamma/2 - ln 2, wrong reading = -0.40454 (no unit)
bracket, formula = 2.93777 (no unit)
bracket, heat equation = 2.93777 (no unit)
bracket, wrong reading = 2.59119 (no unit)
centre value ln(R/r0)+gamma/2 = 3.28434 (no unit)
temperature scale P/(2 pi k t) = 6.3662 K
Raman-averaged rise = 18.702 K
central rise = 20.909 K
k recovered, right constant = 50.00 W/(m K)
k recovered, wrong constant = 44.10 W/(m K)
fall of mean rise for 10% larger r0 = 3.24 %
R/r0 = 1.5: bracket true 0.42614, limit 0.34750
R/r0 = 2.0: bracket true 0.65086, limit 0.63518
R/r0 = 3.0: bracket true 1.04079, limit 1.04065
R/r0 = 5.0: bracket true 1.55147, limit 1.55147
oxide: thickness 1.0 um, k 1.4 W/(m K)
spreading length on oxide = 1.890 um
support adds to bracket = 0.1733 (+5.90 %)
gas conductivity = 0.026 W/(m K)
gas loss, both faces, h = 6621 W/(m2 K)
gas, first-order change = -1.13 %
gas, heat-equation change = -1.08 %
radiation, black faces, h = 12.25 W/(m2 K)
radiation, first-order change = -0.00208 %
k proportional to 1/T, change = +3.21 %
top-face absorption adds at most = 0.085 K
top-face absorption, change = +0.45 %
phonon path 100 nm: bracket +0.0105 (+0.36 %)
phonon path 300 nm: bracket +0.0845 (+2.88 %)
```
